# Rejection-free simulation of amorphization with neighbour-dependent defect recombination

## Definitions and conventions

Implantation damage is represented on a square lattice of $N$ sites with periodic edges and four neighbours per site. Each site is either intact or holds one bond defect, and is then called damaged. Two processes change it:

- an intact site is damaged at rate $G$, whatever its surroundings;
- a damaged site with $n$ damaged neighbours recombines at rate
$$k_n=\nu\,e^{-(E_0+n\varepsilon)/kT},\qquad n=0,\dots,4 .$$

A defect surrounded by damage therefore heals more slowly than an isolated one. The model leaves out collision cascades, defect migration and the real diamond network.

Time is measured by the dose $\tau=Gt$, the number of damage attempts per site. The coverage $\theta$ is the damaged fraction $M/N$, with $M$ the number of damaged sites. Further abbreviations are
$$L=\ln\frac{\nu}{G},\qquad g=\frac{G}{k_0}=e^{E_0/kT-L},\qquad \kappa=\frac{\varepsilon}{kT}.$$

The example uses round parameters that belong to no particular material: $E_0=0.76$ eV, $\varepsilon=0.07$ eV, $\nu=10^{13}\ \mathrm{s^{-1}}$, $G=0.01\ \mathrm{s^{-1}}$, so $L=34.54$.

## The naive sampler wastes its trials

The simplest scheme picks a site at random and carries out its event with probability $r_i/r_{\max}$, where $r_i$ is the rate of site $i$. Trials come at the fixed rate $Nr_{\max}$. The statistics are correct, but most trials do nothing when most sites have rates far below the largest.

That is the situation in a nearly intact lattice. The largest rate is $k_0$, yet few sites are damaged. Almost every site is damaged at rate $G$, and in a steady state healing balances damage, so the total event rate is about $2NG$. The number of trials per event is then
$$\frac{Nk_0}{2NG}=\frac{k_0}{2G}.$$
At the temperature $T_c=302.39$ K derived below, $k_0/G=e^{2\kappa}$ with $\kappa=2.686$. This gives $215/2\approx108$, in agreement with the value 108.3 obtained from the events counted in a run.

Rejection can be removed. Give every site an independent exponential clock. The probability that none has rung by time $t$ is $\prod_i e^{-r_it}=e^{-Rt}$, with $R=\sum_i r_i$. The probability density that site $i$ rings first, at time $t$, is
$$r_i\,e^{-Rt}=\frac{r_i}{R}\times R\,e^{-Rt}.$$
It factorizes, so the waiting time and the identity of the event are independent. With $u$ uniform on $(0,1)$, the choice $\Delta t=-\ln u/R$ is right because $P(\Delta t>t)=P(u<e^{-Rt})=e^{-Rt}$. The site is drawn with probability $r_i/R$. Exponential clocks have no memory, so all of them may be restarted after each event.

## The naive search wastes its reads

To draw a site, take $x$ uniform on $[0,R)$ and find the site whose interval of cumulative rate contains $x$. A scan from the first site reads $\sum_i i\,r_i/R$ entries on average, which is $(N+1)/2$ for equal rates. Rejection has been exchanged for a search whose cost grows with the lattice.

Let $N=2^d$, and store the rates as leaves of a binary tree in which each parent holds the sum of its two children. Start at the root. If $x$ is smaller than the left child's sum, go left; otherwise subtract that sum from $x$ and go right. At each node $x$ stays uniform over that node's sum, so a child is entered with probability $S_{\rm child}/S_{\rm parent}$. Along the path these ratios telescope:
$$\frac{S_1}{R}\,\frac{S_2}{S_1}\cdots\frac{r_i}{S_{d-1}}=\frac{r_i}{R}.$$
One sum is read per level, hence $d=\log_2N$ reads.

A flip changes the rate of the site itself and of its damaged neighbours, at most five leaves. Each needs $d$ parent sums, so an event costs at most $5d$ additions besides the selection. Parents are recomputed from their children rather than corrected by differences, so rounding errors do not accumulate from event to event.

For $N=256$, 4096 and 65536 the tree read 8, 12 and 16 sums per selection. The scan read 137, 2254 and 33977 entries, averaged over 100 draws. Both returned the same sites. Over this range the time per selection rose from 0.79 to 1.95 µs for the tree and from 8.0 to 2879 µs for the scan. The tree's time grew by a factor 2.5 while its depth doubled; slower memory access in the larger tree is a plausible cause, but it was not isolated.

Two qualifications belong to the logarithm. First, it is a cost per event. The total damage rate never exceeds $NG$, so the mean number of damage events up to dose $\tau$ is at most $N\tau$. Healing events cannot outnumber damage events plus the defects present at the start. The mean total is at most $2N\tau+M(0)$, and a run at fixed dose costs at most of order $N\log N$. Secondly, this model has just six distinct rates, $G$ and $k_0,\dots,k_4$. Sites could be kept in six lists, a list chosen by its total rate, and a member chosen uniformly, at a cost independent of $N$. The tree is the more general tool, since it still works when every site has its own rate.

## A constant barrier gives no sharp transition

An efficient sampler does not make the physics sharp. Let the barrier be a constant $E$, with no neighbour dependence. Each site then obeys
$$\frac{d\theta}{d\tau}=(1-\theta)-\frac{k_0}{G}\,\theta ,$$
and setting the right side to zero gives $\theta=g/(1+g)$. Define $T_c$ by $E=kT_cL$. Then $\ln g=E/kT-L=L(T_c/T-1)\equiv\Delta$, and
$$\theta=\frac{1}{1+e^{-\Delta}} .$$
Coverage 0.9 needs $\Delta=\ln9$, and coverage 0.1 needs $\Delta=-\ln 9$. Solving for $T$ with $a=\ln9/L=0.0636$, the interval between them is
$$\frac{T_c}{1-a}-\frac{T_c}{1+a}=\frac{2aT_c}{1-a^2}.$$
For $E=0.90$ eV this is 38.6 K, whatever the lattice size. The crossover is broad because the sites respond independently.

## What the neighbour-dependent barrier does

Restore $\varepsilon$, and let $B$ be the number of neighbouring pairs in which both sites are damaged. Consider the weight
$$W=g^{M}e^{\kappa B}.$$
Damaging a site with $n$ damaged neighbours changes $M$ by 1 and $B$ by $n$, so $W_{\rm after}=g\,e^{n\kappa}W_{\rm before}$. The reverse flow is
$$k_nW_{\rm after}=k_0e^{-n\kappa}\,g\,e^{n\kappa}\,W_{\rm before}=G\,W_{\rm before},$$
which equals the forward flow. Every transition is balanced, so $W$ is stationary. On a finite lattice any configuration can be reached from any other by single flips of positive rate, so the stationary law is unique. It was tested state by state against the master equation of a $3\times3$ lattice with 512 states.

The linear barrier is essential here. Take adjacent intact sites A and B with $a$ and $b$ damaged neighbours apart from each other. The cycle "damage A, damage B, heal A, heal B" has rate product $G^2k_{a+1}k_b$; its reverse has $G^2k_{b+1}k_a$. Detailed balance requires these to be equal, hence
$$E(a+1)-E(a)=E(b+1)-E(b),$$
where $E(n)$ is the barrier with $n$ damaged neighbours. All increments must agree. With the quadratic barrier $E_0+\varepsilon n^2/4$, which has the same values at $n=0$ and $n=4$, the largest value of |forward − backward|/(forward + backward) among the flows of all transitions was 0.989, on the $3\times3$ lattice at 306 K. For the linear barrier it was at rounding level. The transition temperature below is therefore not established for nonlinear barriers.

Now let $U$ be the number of unlike neighbour pairs. The $M$ damaged sites have $4M$ bond ends. Each damaged pair uses two and each unlike pair one, so $4M=2B+U$ and $B=2M-U/2$. Substitution gives
$$W=\exp\!\left(\Delta M-\tfrac{\kappa}{2}U\right),\qquad \Delta=\ln g+2\kappa=\frac{E_0+2\varepsilon}{kT}-L .$$
Exchanging damaged and intact sites turns $M$ into $N-M$ and leaves $U$ alone. At $\Delta=0$ the weight is symmetric under this exchange, which happens at
$$\boxed{kT_c=\frac{E_0+2\varepsilon}{\ln(\nu/G)}} .$$
The relevant barrier is that of a site with half its neighbours damaged. Here $0.90/34.54=0.02606$ eV, or $T_c=302.39$ K (29.24 °C). As before, $\Delta=L(T_c/T-1)$, positive below $T_c$. A larger damage rate raises $T_c$.

## Proof that the coverage jumps

Symmetry gives $\theta=1/2$ at $T_c$ on a finite periodic lattice. That could be a smooth mixture or an average over two distinct states. To decide, take a box with frozen intact surroundings, use the weight above with the boundary bonds included in $U$, and set $\Delta=0$.

Suppose a given site is damaged. Consider the cluster of damaged sites joined to it through neighbour bonds, drawn as unit squares with slightly trimmed corners, so that squares meeting just at a corner do not touch. Its outer edge is one closed curve, of $\ell$ unit segments, and each segment crosses an unlike bond. Flip every site inside the curve. The $\ell$ crossed bonds become like bonds. Every other bond has both ends flipped or neither, so it is unchanged. The weight grows by $e^{\kappa\ell/2}$. For a given curve the flip is one-to-one, and the flipped weights sum to at most the partition function. The probability of that curve is therefore at most $e^{-\kappa\ell/2}$.

Next, count the curves. A ray drawn to the right from the site crosses the curve at some distance $j+\tfrac12$. The curve also passes to the left of the site, so its width is at least $j+1$. It needs at least $2(j+1)$ horizontal and 2 vertical segments, so $\ell\ge2j+4$, which allows at most $\ell/2-1$ values of $j$. From that first segment there are at most three continuations per step, and the last segment is fixed by closure, giving at most $3^{\ell-2}$ paths. Since $\ell=2m$ is even,
$$\theta_{\rm site}\le\sum_{m\ge2}(m-1)\,3^{2m-2}e^{-\kappa m}
=\frac19\sum_{m\ge2}(m-1)q^m=\frac19\left(\frac{q}{1-q}\right)^2\equiv b,$$
with $q=9e^{-\kappa}<1$. The last sum is $q^2\sum_{s\ge1}sq^{s-1}=q^2/(1-q)^2$. The condition $b<1/2$ means $q/(1-q)<3/\sqrt2$, or
$$\kappa>\ln(9+3\sqrt2)=2.583 .$$
The example has $\kappa=2.686$ at $T_c$ and $b=0.279$. This is a bound, not an estimate: the computed coverage at the centre of a $7\times7$ box is 0.0064.

It remains to pass from the box to the infinite lattice. Let $f_N(\Delta)=N^{-1}\ln Z$, with $Z$ the sum of all weights and $\kappa$ held fixed while $\Delta$ varies. Its slope is the mean coverage, and its second derivative is the variance of $M$ divided by $N$, so $f_N$ is convex. Changing the boundary, or cutting a large box into blocks, alters $U$ by at most a number proportional to the perimeters involved. Per site this vanishes for large boxes or blocks, so $f_N$ has a limit that does not depend on the boundary.

With intact surroundings the slope at $\Delta=0$ is at most $b$, and by convexity it is no larger for $\Delta<0$. The limit $f$ therefore rises by at most $b\,h$ over any interval of length $h$ ending at or below zero. On the periodic lattice convexity gives, for $\Delta+h\le0$,
$$\theta_N(\Delta)\le\frac{f_N(\Delta+h)-f_N(\Delta)}{h},$$
and the right side tends to a value not above $b$. So the coverage is at most $b$ above $T_c$. The exchange symmetry gives at least $1-b$ below it. At each temperature $b$ is taken with that temperature's $\kappa$, and it varies continuously. Across $T_c$ the coverage thus jumps by at least $1-2b=0.44$.

The condition is sufficient, not necessary. At the transition $\kappa=\varepsilon L/(E_0+2\varepsilon)$. A tenfold larger $G$ lowers $L$ to 32.24 and $\kappa$ to about 2.51, and this proof then says nothing either way. The question is settled by known exact results, quoted here without proof. At $\Delta=0$ the weight is that of the zero-field square-lattice Ising model with reduced coupling $\kappa/4$. The solutions of Onsager and Yang give a jump exactly when $\kappa>2\ln(1+\sqrt2)=1.763$, of size $[1-\sinh^{-4}(\kappa/2)]^{1/8}$. This is 0.987 for the example and 0.980 for $\kappa=2.51$. For $\kappa$ below 1.763, $T_c$ marks only the midpoint of a smooth crossover. At $\varepsilon=0$ there is certainly no jump.

## Finite lattices

A finite lattice rounds the jump. Near $T_c$ the nearly intact and the nearly damaged states dominate, with weight ratio about $e^{N\Delta}$, so $\theta\approx1/(1+e^{-N\Delta})$. For small $\Delta$ the width between coverages 0.9 and 0.1 is
$$\delta T\approx\frac{2T_c\ln9}{NL}.$$
For $N=64$ this gives 0.60 K, against 0.624 K from the transfer matrix. The difference comes mainly from the few defects in each state. Let each state have a minority fraction $\theta_0=0.0064$. Then $\theta=\theta_0+(1-2\theta_0)p$, where $p$ is the probability of the damaged state, and $\ln[p/(1-p)]=N(1-2\theta_0)\Delta$. Coverage 0.9 needs $p=0.905$, whose logarithmic odds are 2.256 instead of $\ln9=2.197$. The width grows by $2.256/(2.197\times0.987)=1.04$, to 0.625 K. The $4\times4$ and $6\times6$ lattices have widths of 2.49 and 1.11 K.

## Finite dose: nucleation and hysteresis

These widths describe the stationary state, which a run of finite dose need not reach. A $32\times32$ lattice received dose 30, or 3000 s. The coverages below are averages over the second half of the dose, from one run each.

| $T$ (K) | intact start | damaged start |
|---|---|---|
| 291 | 0.999 | |
| 294 | 0.896 | |
| 297 | 0.117 | |
| 300 | 0.010 | |
| 302.39 | 0.006 | 0.993 |
| 306 | | 0.965 |
| 309 | | 0.240 |
| 312 | | 0.005 |
| 315 | | 0.002 |

At $T_c$ both states survive the whole dose. At 300 K, $\Delta=0.275$ and $N\Delta\approx280$, so the stationary law overwhelmingly favours damage, yet the initially intact lattice stays intact. The obstacle is the perimeter of a small damaged region. An $s\times s$ square has $U=4s$ and relative weight $\exp(\Delta s^2-2\kappa s)$. The exponent is lowest at $s=\kappa/\Delta$, where it equals $-\kappa^2/\Delta$. The magnitude $\kappa^2/\Delta$ is about 27 at 300 K, 12 at 297 K, 7.7 at 294 K and 5.8 at 291 K. Two corrections act in opposite directions. Growth by single flips passes through non-square shapes, which cost more: at 291 K a $3\times2$ block with one added site has $6\kappa-7\Delta=7.3$. A region of given size can also take many shapes, and their weights add: at 291 K the summed weight is smallest for three sites, where six shapes give $4\kappa-3\Delta-\ln6=5.3$, below the value for the square.

The square shows the trend: the obstacle shrinks quickly as the temperature falls below $T_c$. It does not predict the temperature at which damage spreads during a run, which would also require the other cluster shapes and the kinetic prefactors. The intermediate coverages at 294, 297 and 309 K are averages over a transformation in progress, and they depend on when nuclei happen to form. They change strongly with the random sequence: at 309 K values from 0.24 to 0.75 occur, and the entry at 306 K shifts by about 0.02. These entries show where the change takes place, and their digits are not reproducible.

The observed transition therefore depends on dose and history, and lies several kelvin from $T_c$ on either side. It is still much sharper than without coupling. Between 291 and 300 K the coverage from the intact start falls from 0.999 to 0.010, while the uncoupled control with the same $T_c$ falls from 0.79 to 0.57.

Hysteresis makes this lattice unsuitable for testing the sampler against stationary averages. A weakly coupled $4\times4$ lattice, with $E_0=0.84$ eV, $\varepsilon=0.03$ eV and $T=305$ K, is not trapped near its starting state. Its simulated coverage is 0.201 and the exact one 0.207, within the test's absolute tolerance of 0.035. Without coupling, the same $T_c$ and $T$ would give 0.43, so the comparison does probe the neighbour dependence. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
isolated-defect barrier E0 = 0.76 eV
barrier increment per damaged neighbour = 0.07 eV
attempt frequency = 1.0e+13 1/s; damage rate G = 1.00e-02 1/s
ln(nu/G) = 34.5388
transition temperature Tc = 302.39 K = 29.24 deg C
thermal energy at Tc = 0.026058 eV
coupling eps/kTc = 2.6863; sufficient value = 2.5834
contour bound on coverage at Tc = 0.2792
exact centre coverage, 7 x 7 intact surroundings = 0.00643
largest relative flow imbalance, 3 x 3, 306 K: linear = 7.0e-15, quadratic = 0.989
exact 10-90% width, 4 x 4 lattice = 2.488 K
exact 10-90% width, 6 x 6 lattice = 1.109 K
exact 10-90% width, 8 x 8 lattice = 0.624 K
uncoupled control: barrier = 0.90 eV, 10-90% width = 38.63 K
small-lattice check: 4 x 4, E0 = 0.84 eV, eps = 0.03 eV, T = 305 K
small-lattice coverage: exact = 0.2070, simulation = 0.2006
main lattice = 32 x 32; dose = 30 attempts per site; duration = 3000 s
intact start, T = 291.00 K: coverage = 0.9987, events = 11774
intact start, T = 294.00 K: coverage = 0.8963, events = 25177
intact start, T = 297.00 K: coverage = 0.1170, events = 56175
intact start, T = 300.00 K: coverage = 0.0096, events = 60802
intact start, T = 302.39 K: coverage = 0.0063, events = 61120
damaged start, T = 302.39 K: coverage = 0.9925, events = 427
damaged start, T = 306.00 K: coverage = 0.9645, events = 1822
damaged start, T = 309.00 K: coverage = 0.2401, events = 28260
damaged start, T = 312.00 K: coverage = 0.0051, events = 42043
damaged start, T = 315.00 K: coverage = 0.0016, events = 52548
uncoupled control, T = 291 K: simulation = 0.7861, formula = 0.7944
uncoupled control, T = 300 K: simulation = 0.5694, formula = 0.5683
uncoupled control, T = 315 K: simulation = 0.1980, formula = 0.2005
expected null-event trials per real event, intact start at Tc = 108.3
N = 256: reads per selection, tree = 8, scan = 137
N = 256: time per selection, tree = 0.79 us, scan = 8.0 us
N = 4096: reads per selection, tree = 12, scan = 2254
N = 4096: time per selection, tree = 1.14 us, scan = 159.5 us
N = 65536: reads per selection, tree = 16, scan = 33977
N = 65536: time per selection, tree = 1.95 us, scan = 2879.2 us
```
